# Bounded coverage and time-step error in alternating pore-diffusion calculations: a numerical check

```python
# RESULT UNDER TEST
# Pore diffusion with irreversible wall adsorption is advanced by alternating
#   (a) a backward Euler gas step with the coverage frozen, and
#   (b) vacancy_new = vacancy * exp(-x), x = adsorption_rate * u * dt.
# The gas stays between 0 and its mouth value, the coverage between 0 and 1.
# The exposure is bracketed by two solutions of a steady exposure equation.
# SYMBOLS: u = gas density / mouth density; vacancy = 1 - coverage;
#   exposure y = time integral of adsorption_rate*u; X = adsorption_rate*dt;
#   decay_length = gas decay length over a bare wall;
#   capacity = wall sites per volume / mouth gas density.
# All internal quantities are in SI units.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import bmat, diags

# Chosen inputs (rough typical values for trimethylaluminium)
diameter, depth = 100e-9, 8e-6
temperature, pressure = 573.0, 0.1 * const.torr
molar_mass, sticking, site_density = 0.0721, 0.01, 4e18
pulse = 0.100
cells = 160

thermal_energy = const.k * temperature
speed = np.sqrt(8 * thermal_energy * const.N_A / (np.pi * molar_mass))
mouth_density = pressure / thermal_energy
diffusivity = diameter * speed / 3
wall_per_volume = 4 / diameter
sink_rate = wall_per_volume * speed * sticking / 4
adsorption_rate = speed * sticking * mouth_density / (4 * site_density)
capacity = wall_per_volume * site_density / mouth_density
decay_length = np.sqrt(diffusivity / sink_rate)
h = depth / cells
z = (np.arange(cells) + 0.5) * h
LN2 = np.log(2.0)

# Negative second difference: half-cell to the mouth, no flux at the bottom
lap_diag = np.full(cells, 2 / h**2)
lap_diag[0], lap_diag[-1] = 3 / h**2, 1 / h**2
lap_off = np.full(cells - 1, -1 / h**2)
laplacian = diags([lap_off, lap_diag, lap_off], [-1, 0, 1], format="csr")
mouth_source = np.zeros(cells)
mouth_source[0] = 2 / h**2


def tridiagonal_solve(diagonal, off, rhs):
    bands = np.zeros((3, len(diagonal)))
    bands[0, 1:], bands[1], bands[2, :-1] = off, diagonal, off
    return solve_banded((1, 1), bands, rhs)


def gas_step(u, vacancy, dt, mouth=1.0):
    diagonal = 1 + dt * (diffusivity * lap_diag + sink_rate * vacancy)
    rhs = u + dt * diffusivity * mouth * mouth_source
    return tridiagonal_solve(diagonal, dt * diffusivity * lap_off, rhs)


def coverage_step(coverage, x):
    return 1 - (1 - coverage) * np.exp(-x)


def alternating(dt, steps):
    u, coverage = np.zeros(cells), np.zeros(cells)
    exposure = np.zeros(cells)
    inflow = predicted_missing = 0.0
    for _ in range(steps):
        u = gas_step(u, 1 - coverage, dt)
        assert u.min() >= 0 and u.max() <= 1 + 1e-10
        x = adsorption_rate * u * dt
        predicted_missing += np.sum((1 - coverage) * (x + np.expm1(-x)))
        inflow += dt * diffusivity * 2 / h**2 * (1 - u[0]) / capacity
        updated = coverage_step(coverage, x)
        assert updated.min() >= 0 and updated.max() <= 1
        assert np.all(updated >= coverage - 1e-14)
        coverage = updated
        exposure += x
    uptake = coverage.sum()
    missing = inflow - u.sum() / capacity - uptake
    return coverage, exposure, missing, predicted_missing, uptake


def exposure_profile(dose, length=decay_length, factor=1.0, storage=0.0,
                     entrance=0.0):
    """Newton solution of the steady exposure equation on the same grid."""
    conductance = 1 / (h * (h / 2 + entrance))
    base = length**2 * lap_diag
    base[0] = length**2 * (1 / h**2 + conductance)
    off = length**2 * lap_off
    source = np.zeros(cells)
    source[0] = length**2 * conductance * dose
    y = np.zeros(cells)
    for _ in range(200):
        residual = base * y - factor * np.expm1(-y) + storage - source
        residual[1:] += off * y[:-1]
        residual[:-1] += off * y[1:]
        change = tridiagonal_solve(base + factor * np.exp(-y), off, -residual)
        y = y + change
        if np.max(np.abs(change)) < 1e-10 * max(1.0, dose):
            return y
    raise RuntimeError("exposure equation did not converge")


def half_depth(exposure):
    return np.interp(LN2, exposure[::-1], z[::-1])


def scaled_distance(y_top, y_low, y_end):
    """Distance / decay length between two exposures, from a first integral."""
    def integrand(s):
        gap = s * s + np.exp(-y_end) * np.expm1(-s * s)
        return 2 * s / np.sqrt(2 * gap)
    return quad(integrand, np.sqrt(y_low - y_end), np.sqrt(y_top - y_end),
                limit=200)[0]


# Exact coverage update against direct integration at fixed gas density
rng = np.random.default_rng(4)
start, x_values = rng.random(20), 8 * rng.random(20)
direct = solve_ivp(lambda t, c: x_values * (1 - c), (0, 1), start,
                   rtol=1e-10, atol=1e-12).y[:, -1]
assert np.max(np.abs(direct - coverage_step(start, x_values))) < 1e-8

# Explicit coverage overshoots at a large step
large_dt = 0.004
first_gas = gas_step(np.zeros(cells), np.ones(cells), large_dt)
explicit_max = np.max(adsorption_rate * large_dt * first_gas)
exponential_max = np.max(coverage_step(np.zeros(cells),
                                       adsorption_rate * large_dt * first_gas))
assert explicit_max > 1 > exponential_max

# Gas-filled pore with bare walls, mouth emptied: compare two implicit steps
test_dt = 0.001
operator = diffusivity * laplacian.toarray() + sink_rate * np.eye(cells)
crank_gas = np.linalg.solve(np.eye(cells) + test_dt / 2 * operator,
                            np.ones(cells) - test_dt / 2 * operator.sum(axis=1))
euler_gas = gas_step(np.ones(cells), np.ones(cells), test_dt, mouth=0.0)
crank_min = coverage_step(0.0, adsorption_rate * test_dt * crank_gas).min()
euler_min = coverage_step(0.0, adsorption_rate * test_dt * euler_gas).min()
assert crank_min < -0.1 and euler_min >= 0


# Unsplit stiff integration of the full gas and coverage equations
def full_rates(t, state):
    u, vacancy = state[:cells], 1 - state[cells:]
    gas = diffusivity * (mouth_source - laplacian @ u) - sink_rate * vacancy * u
    return np.concatenate([gas, adsorption_rate * vacancy * u])


def full_jacobian(t, state):
    u, vacancy = state[:cells], 1 - state[cells:]
    return bmat([[-diffusivity * laplacian - diags(sink_rate * vacancy),
                  diags(sink_rate * u)],
                 [diags(adsorption_rate * vacancy),
                  diags(-adsorption_rate * u)]], format="csc")


full = solve_ivp(full_rates, (0, pulse), np.zeros(2 * cells), method="BDF",
                 jac=full_jacobian, rtol=1e-7, atol=1e-9)
assert full.success
dose = adsorption_rate * pulse
steady_exposure = exposure_profile(dose)
storage_difference = np.max(np.abs(full.y[cells:, -1]
                                   + np.expm1(-steady_exposure)))
assert storage_difference < 1e-4

# Grid solution against quadrature of the continuum exposure equation
scaled_depth = depth / decay_length
end_exposure = np.exp(brentq(
    lambda q: scaled_distance(dose, np.exp(q), np.exp(q)) - scaled_depth,
    np.log(1e-6), np.log(0.99 * dose)))
quadrature_half = decay_length * scaled_distance(dose, LN2, end_exposure)
grid_half = half_depth(steady_exposure)
assert abs(grid_half - quadrature_half) < 2e-9

# Large-dose depth law and its weak dependence on sticking
law_depth = np.sqrt(2 * diffusivity * mouth_density * pulse
                    / (wall_per_volume * site_density))
deep_half = decay_length * scaled_distance(dose, LN2, 0.0)
sticky_half = (decay_length / np.sqrt(10)
               * scaled_distance(10 * dose, LN2, 0.0))
assert abs(deep_half / law_depth - 1) < 0.06
assert abs(sticky_half / law_depth - 1) < 0.02

# Alternating runs: inventory, two-sided bracket and convergence
table = []
for dt in (0.004, 0.002, 0.001, 0.0005, 0.00025):
    X = adsorption_rate * dt
    loss_bound = X / (-np.expm1(-X)) - 1
    coverage, exposure, missing, predicted, uptake = alternating(
        dt, int(round(pulse / dt)))
    assert abs(missing / predicted - 1) < 1e-7
    assert 0 < missing / uptake <= loss_bound
    lower = exposure_profile(dose, factor=1 + loss_bound, storage=1 / capacity)
    assert np.all(exposure <= steady_exposure + 1e-8)
    assert np.all(exposure >= lower - 1e-8)
    assert np.all(coverage <= -np.expm1(-steady_exposure) + 1e-8)
    table.append((dt, X, half_depth(exposure), half_depth(lower),
                  missing / uptake, loss_bound))
errors = np.array([grid_half - row[2] for row in table])
assert np.all(errors > 0) and np.all(np.diff(errors) < 0)
error_ratio = errors[-2] / errors[-1]
assert 1.8 < error_ratio < 2.2

# Pulse for 95 percent coverage at the bottom, checked on the grid
target = -np.log(0.05)
full_dose = brentq(lambda q: scaled_distance(q, target, target) - scaled_depth,
                   1.001 * target, 1e4)
assert abs(exposure_profile(full_dose)[-1] - target) < 0.02
full_pulse = full_dose / adsorption_rate

# Sizes of neglected effects; extra inputs are rough typical values
total_pressure, collision_diameter = const.torr, 0.5e-9
free_path = thermal_energy / (np.sqrt(2) * np.pi * collision_diameter**2
                              * total_pressure)
entrance_length = 4 * diameter / 3
entrance_half = half_depth(exposure_profile(dose, entrance=entrance_length))
growth_per_cycle, cycles = 0.1e-9, 100
narrow_diameter = diameter - 2 * growth_per_cycle * cycles
narrow_half = half_depth(exposure_profile(
    dose, length=decay_length * narrow_diameter / diameter))
dimer_enthalpy, dimer_entropy = 85e3, 180.0  # dissociation, J/mol and J/mol/K
dissociation = np.exp(-(dimer_enthalpy - temperature * dimer_entropy)
                      / (const.R * temperature))
dimer_ratio = pressure / (const.bar * dissociation)

print(f"Pore diameter {diameter*1e9:.0f} nm, depth {depth*1e6:.1f} um")
print(f"Temperature {temperature:.0f} K, precursor {pressure/const.torr:.2f} Torr")
print(f"Molar mass {molar_mass*1e3:.1f} g/mol, sticking {sticking:.2f}")
print(f"Site density {site_density*1e-18:.1f} nm^-2, pulse {pulse*1e3:.0f} ms")
print(f"Grid: {cells} cells of {h*1e9:.0f} nm")
print(f"Mean thermal speed: {speed:.1f} m/s")
print(f"Mouth gas density: {mouth_density:.4e} m^-3")
print(f"Knudsen diffusivity: {diffusivity:.4e} m^2/s")
print(f"Adsorption rate at mouth: {adsorption_rate:.2f} s^-1")
print(f"Bare-wall decay length: {decay_length*1e9:.1f} nm")
print(f"Wall capacity / mouth gas density: {capacity:.3e}")
print(f"Diffusion time depth^2/D: {depth**2/diffusivity*1e6:.2f} us")
print(f"Explicit diffusion step limit: {h**2/(2*diffusivity):.2e} s")
print(f"Dimensionless mouth dose: {dose:.3f}")
print(f"First step {large_dt*1e3:.0f} ms, explicit max coverage: {explicit_max:.4f}")
print(f"Same step, exponential max coverage: {exponential_max:.4f}")
print(f"Emptied-mouth test step: {test_dt*1e3:.0f} ms")
print(f"Crank-Nicolson min coverage: {crank_min:.4f}")
print(f"Backward Euler min coverage: {euler_min:.2e}")
print(f"Full vs exposure equation, max coverage gap: {storage_difference:.1e}")
print(f"Half-coverage depth, quadrature: {quadrature_half*1e6:.4f} um")
print(f"Half-coverage depth, exposure grid: {grid_half*1e6:.4f} um")
print(f"Large-dose depth law: {law_depth*1e6:.4f} um")
print(f"Semi-infinite half depth, sticking 0.01: {deep_half*1e6:.4f} um")
print(f"Semi-infinite half depth, sticking 0.10: {sticky_half*1e6:.4f} um")
print("Runs: dt ms | X | half depth um | lower bound um | missing % | bound %")
for dt, X, half, low, lost, bound in table:
    print(f"{dt*1e3:.2f} | {X:.4f} | {half*1e6:.4f} | {low*1e6:.4f} | "
          f"{lost*100:.3f} | {bound*100:.3f}")
print("Depth errors in same order (nm): "
      + ", ".join(f"{error*1e9:.1f}" for error in errors))
print(f"Error ratio on last halving of dt: {error_ratio:.3f}")
print(f"Dose for 95 % bottom coverage: {full_dose:.2f}")
print(f"Pulse for 95 % bottom coverage: {full_pulse*1e3:.1f} ms")
print(f"Total pressure {total_pressure/const.torr:.1f} Torr, "
      f"collision diameter {collision_diameter*1e9:.1f} nm")
print(f"Mean free path: {free_path*1e6:.1f} um, Knudsen number "
      f"{free_path/diameter:.0f}")
print(f"Decay length / diameter: {decay_length/diameter:.2f}")
print(f"Mouth resistance as added length: {entrance_length*1e9:.1f} nm")
print(f"Half depth with mouth resistance: {entrance_half*1e6:.4f} um "
      f"({(entrance_half/grid_half-1)*100:.2f} %)")
print(f"Film growth: {growth_per_cycle*1e9:.1f} nm/cycle, {cycles} cycles")
print(f"Half depth at diameter {narrow_diameter*1e9:.0f} nm: "
      f"{narrow_half*1e6:.4f} um ({(narrow_half/grid_half-1)*100:.1f} %)")
print(f"Floor area / side-wall area: {diameter/(4*depth)*100:.2f} %")
print(f"Dimer dissociation inputs: {dimer_enthalpy/1e3:.0f} kJ/mol, "
      f"{dimer_entropy:.0f} J/(mol K)")
print(f"Dimer / monomer pressure ratio: {dimer_ratio:.1e}")
print("PASS")
```

Running it gives:

```
Pore diameter 100 nm, depth 8.0 um
Temperature 573 K, precursor 0.10 Torr
Molar mass 72.1 g/mol, sticking 0.01
Site density 4.0 nm^-2, pulse 100 ms
Grid: 160 cells of 50 nm
Mean thermal speed: 410.2 m/s
Mouth gas density: 1.6853e+21 m^-3
Knudsen diffusivity: 1.3673e-05 m^2/s
Adsorption rate at mouth: 432.06 s^-1
Bare-wall decay length: 577.4 nm
Wall capacity / mouth gas density: 9.494e+04
Diffusion time depth^2/D: 4.68 us
Explicit diffusion step limit: 9.14e-11 s
Dimensionless mouth dose: 43.206
First step 4 ms, explicit max coverage: 1.6535
Same step, exponential max coverage: 0.8086
Emptied-mouth test step: 1 ms
Crank-Nicolson min coverage: -0.5404
Backward Euler min coverage: 4.56e-07
Full vs exposure equation, max coverage gap: 5.2e-06
Half-coverage depth, quadrature: 5.2117 um
Half-coverage depth, exposure grid: 5.2119 um
Large-dose depth law: 5.3669 um
Semi-infinite half depth, sticking 0.01: 5.2116 um
Semi-infinite half depth, sticking 0.10: 5.3313 um
Runs: dt ms | X | half depth um | lower bound um | missing % | bound %
4.00 | 1.7282 | 4.9497 | 3.5956 | 20.418 | 110.144
2.00 | 0.8641 | 5.0773 | 4.2647 | 9.860 | 49.352
1.00 | 0.4321 | 5.1440 | 4.6965 | 4.840 | 23.154
0.50 | 0.2160 | 5.1774 | 4.9427 | 2.397 | 11.190
0.25 | 0.1080 | 5.1948 | 5.0739 | 1.193 | 5.498
Depth errors in same order (nm): 262.2, 134.7, 68.0, 34.5, 17.1
Error ratio on last halving of dt: 2.017
Dose for 95 % bottom coverage: 98.16
Pulse for 95 % bottom coverage: 227.2 ms
Total pressure 1.0 Torr, collision diameter 0.5 nm
Mean free path: 53.4 um, Knudsen number 534
Decay length / diameter: 5.77
Mouth resistance as added length: 133.3 nm
Half depth with mouth resistance: 5.0800 um (-2.53 %)
Film growth: 0.1 nm/cycle, 100 cycles
Half depth at diameter 80 nm: 4.1694 um (-20.0 %)
Floor area / side-wall area: 0.31 %
Dimer dissociation inputs: 85 kJ/mol, 180 J/(mol K)
Dimer / monomer pressure ratio: 3.0e-06
PASS
```
